# Finite-size error of the dielectric constant in single-point supercell calculations, part 1

(Sections cited here and not found follow in the second part.)

A calculation of the electronic dielectric constant of an insulator in a periodic supercell, sampled only at zero wave vector, has to fix two things before it starts: the length $L$ of the cell along the field and the strength of the field. It then has to decide what to do with the values $\varepsilon(L)$. If the error decays exponentially, the largest cell is the answer. If it decays as a power, the values must be extrapolated with the right power. For the model chain crystal worked out below, cells of 6.4 nm and 12.8 nm give $\varepsilon = 2.4986$ and $2.5138$, while the infinite crystal has $2.5190$. Accepting the larger cell leaves an error of $-0.0052$ in $\varepsilon$, extrapolating in $1/L$ leaves $+0.0099$, and extrapolating in $1/L^2$ leaves $-0.0002$. The right power follows from the way the field is coupled to the electrons, and that coupling is forced by the failure of the obvious one.

## Why $e\mathcal E x$ cannot be used

Electrons have charge $-e$. A uniform field $\mathcal E$ along $x$ adds $+e\mathcal E x$ to the potential energy of an electron, and for a molecule one minimizes $F_0 - \mathcal E d$, where $F_0$ is the zero-field energy and $d = -e\int x\,n(x)\,dx$ is the electronic dipole.

In a supercell the orbitals obey $\psi(x+L)=\psi(x)$. The product $x\psi$ does not, so $x$ is not an operator on the space of trial functions. The obvious repair is a sawtooth, equal to $x$ on an interval $[x_0,x_0+L)$ and repeated. This works when the cut at $x_0$ lies in vacuum. In a crystal the cut lies in matter, and two things go wrong. The sawtooth potential is periodic, so its slope averages to zero over the cell: the uniform field is accompanied by a potential step $e\mathcal E L$ at the cut, a defect that the real crystal does not have. And the sawtooth dipole does not measure the polarization even if the exact induced density is supplied. Let $\delta n$ be that density, which has the lattice period $a$ and zero integral over a cell. Then

$$\frac{\partial}{\partial x_0}\int_{x_0}^{x_0+L} x\,\delta n\,dx = (x_0+L)\,\delta n(x_0+L) - x_0\,\delta n(x_0) = L\,\delta n(x_0),$$

so the dipole per length depends on the position of the cut at order $L^0$, and no supercell is large enough to remove the dependence. The missing piece is the charge carried through the cut. With the particle current $j$, continuity $\partial_t n=-\partial_x j$ and one integration by parts give $\frac{d}{dt}\int x\,n\,dx=\int j\,dx - L\,j(x_0)$. The polarization is the time integral of the first term, and the density moment contains the second as well.

A usable dipole must therefore be built from a periodic operator, must treat all unit cells alike, and must depend on the phases of the orbitals and not only on the density.

## The functional

The slowest periodic function of position is $\Theta=e^{ibx}$ with $b=2\pi/L$. Take $N$ orthonormal occupied orbitals per spin, collected as the columns of $\Psi$, each with occupation $f=2$, and define

$$S=\Psi^\dagger\Theta\Psi,\qquad S_{ij}=\langle\psi_i|e^{ibx}|\psi_j\rangle,\qquad \varphi=\operatorname{Im}\ln\det S .$$

The many-electron operator $\exp(ib\sum_i x_i)$ turns the Slater determinant of the $\psi_j$ into that of the $\Theta\psi_j$, and the overlap of two Slater determinants is the determinant of the orbital overlaps. Hence $\det S$ is the expectation value of that operator for one spin channel.

Three properties qualify $\varphi/b$ as a sum of electron positions. A unitary mixing $\Psi\to\Psi U$ gives $\det(U^\dagger SU)=\det S$, so $\varphi$ depends on the occupied space only. A rigid shift $\psi(x)\to\psi(x-s)$ multiplies every $S_{ij}$ by $e^{ibs}$, so $\varphi/b$ grows by $Ns$. For one orbital localized well inside the cell, the cumulant expansion with mean $\langle x\rangle$, variance $\sigma^2$ and third cumulant $\kappa_3$ reads

$$\ln\langle e^{ibx}\rangle = ib\langle x\rangle-\tfrac12 b^2\sigma^2-\tfrac{i}{6}b^3\kappa_3+\dots,\qquad \frac{\varphi}{b}=\langle x\rangle-\tfrac16 b^2\kappa_3+O(b^4).$$

The phase gives the position up to a term of order $b^2\propto L^{-2}$. That it also gives the correct response in an extended insulator is shown below by reducing it to the long-wavelength dielectric function.

The Umari–Pasquarello scheme sets $d=-fe\varphi/b$ and minimizes

$$F[\Psi]=F_0[\Psi]-\mathcal E d=F_0[\Psi]+f\,\frac{e\mathcal E}{b}\,\varphi[\Psi].\tag{1}$$

The model used throughout is an array of identical chains with lattice constant $a$, cross-section $A$ per chain and one filled band, so that $L=Na$ and the number of orbitals equals the number of cells. The ions are clamped and appear as a fixed potential $V(x)$ and a neutralizing background. The electrons interact at the Hartree level through their charge averaged over the cross-section. With the line density $n=f\sum_i|\psi_i|^2$, Poisson's equation is $-v_H''=e^2(n-\bar n)/(\varepsilon_0A)$, that is $v_H(q)=e^2n(q)/(\varepsilon_0Aq^2)$ for $q\ne0$ and $v_H(0)=0$. Then

$$F_0=f\sum_i\langle\psi_i|-\frac{\hbar^2}{2m}\partial_x^2+V|\psi_i\rangle+\frac12\int n\,v_H\,dx .$$

Since $V+v_H$ is periodic, its slope averages to zero, and $\mathcal E$ in (1) is the whole macroscopic field inside the material. The dielectric constant is therefore $\varepsilon=1+\varepsilon_0^{-1}\,dP/d\mathcal E$ with

$$P=\frac{d}{LA}=-\frac{fe\,\varphi}{2\pi A},$$

where $bL=2\pi$ was used. The phase is defined modulo $2\pi$ and $P$ modulo $fe/A$. Only small changes of $\varphi$ are needed, and they are read from the ratio of two determinants.

## The gradient

Jacobi's formula gives $\delta\ln\det S=\operatorname{tr}(S^{-1}\delta S)$, provided $\det S\neq0$. With $\delta S=\delta\Psi^\dagger\Theta\Psi+\Psi^\dagger\Theta\,\delta\Psi$,

$$\delta\varphi=\operatorname{Im}\operatorname{tr}\!\left[\delta\Psi^\dagger\Theta\Psi S^{-1}\right]+\operatorname{Im}\operatorname{tr}\!\left[S^{-1}\Psi^\dagger\Theta\,\delta\Psi\right],$$

where the first trace was reordered cyclically. In the second term use $\operatorname{Im}z=-\operatorname{Im}z^*$, with $z^*=\operatorname{tr}[\delta\Psi^\dagger\Theta^\dagger\Psi(S^\dagger)^{-1}]$, and then $\operatorname{Im}w=\operatorname{Re}(w/i)$:

$$\frac{\delta\varphi}{b}=2\operatorname{Re}\operatorname{tr}\left[\delta\Psi^\dagger X\right],\qquad X=\frac{1}{2ib}\left[\Theta\Psi S^{-1}-\Theta^\dagger\Psi(S^\dagger)^{-1}\right].\tag{2}$$

The columns of $X$ play the part of $x\psi_i$. They are orthogonal to the occupied space, because $\Psi^\dagger X=(SS^{-1}-S^\dagger(S^\dagger)^{-1})/2ib=0$.

For the energy, $\delta n=2f\operatorname{Re}\sum_i\psi_i^*\delta\psi_i$ and the symmetry of the Hartree kernel give $\delta F_0=2f\operatorname{Re}\operatorname{tr}[\delta\Psi^\dagger H\Psi]$ with $H=-\frac{\hbar^2}{2m}\partial_x^2+V+v_H$. A variation that keeps the orbitals orthonormal is a unitary mixing, which leaves $F$ unchanged, plus a part in the range of $Q=1-\Psi\Psi^\dagger$. Therefore

$$\delta F=2f\operatorname{Re}\operatorname{tr}[\delta\Psi^\dagger R],\qquad R=Q\left(H\Psi+e\mathcal E X\right),\tag{3}$$

and the field-polarized state is the solution of $R=0$. The program compares both parts of (3) with central differences of $F_0$ and of $f\varphi/b$ at a randomly perturbed $\Psi$. The differences are $5\times10^{-10}$ eV and $9\times10^{-13}$ nm, the latter on a derivative of $0.0045$ nm.

## The iteration

The term $e\mathcal EX$ depends on $\Psi$ through $S^{-1}$, so $R=0$ is nonlinear even for independent electrons. For a weak field the solution stays close to the zero-field one, and the zero-field spectrum is a good preconditioner.

1. Represent the orbitals on a uniform grid. There $\Theta$ is diagonal and unitary, and the kinetic and Hartree terms are applied by Fourier transform.
2. Diagonalize the self-consistent zero-field $H$ once, which gives occupied states $|v\rangle$, empty states $|c\rangle$ and energies $E_v$, $E_c$. Start from $\psi_v=|v\rangle$.
3. Build $n$, $v_H$, $S$, $S^{-1}$ and $R$ from the current $\Psi$.
4. Update $\psi_v\leftarrow\psi_v-\eta\sum_c|c\rangle\langle c|R_v\rangle/(E_c-E_v)$ and restore orthonormality with $\Psi\leftarrow\Psi(\Psi^\dagger\Psi)^{-1/2}$. This symmetric form does not rotate the orbitals among themselves at first order, so the label $v$ and its denominator stay valid.
5. Repeat from step 3 until $R$ is below a threshold. Do this for $+\mathcal E$ and $-\mathcal E$, and form $\Delta\varphi=\arg[\det S(+\mathcal E)/\det S(-\mathcal E)]$.

A fixed point has $\langle c|R_v\rangle=0$ for all $c$. Since also $\Psi^\dagger R=0$, and the states $|c\rangle$ together with $\Psi$ span the whole space as long as $\Psi$ is close to the $|v\rangle$, this implies $R=0$. The result does not depend on the preconditioner.

Near the solution each step multiplies an error mode by $1-\eta\lambda$, where $\lambda$ is an eigenvalue of the Hessian divided by the energy denominators. At zero field, modes that carry no density change have $\lambda=1$. Modes that do are stiffened by the Hartree term, and their $\lambda$ are the eigenvalues of the microscopic dielectric matrix. Convergence needs $\eta\lambda<2$. The example uses $\eta=0.4$, which tolerates $\lambda<5$; the long-wavelength diagonal element of that matrix is $2.97$ in the example, a lower bound on its largest eigenvalue as $q\to0$. The program needs 31 or 32 steps to reach a residual of $10^{-11}$ eV for every $L$. The largest eigenvalue itself is $3.36$ as $q\to0$ and falls to $2.6$ at the zone edge, so $|1-\eta\lambda|$ is largest for the modes $\lambda=1$, which set the rate: $0.6^{32}\approx8\times10^{-8}$.

The symmetric difference cancels the terms of $P(\mathcal E)$ that are even in $\mathcal E$, which exist when the crystal lacks an inversion centre:

$$\varepsilon(L)=1+\frac{P(+\mathcal E)-P(-\mathcal E)}{2\varepsilon_0\mathcal E}=1-\frac{f\,(e^2/\varepsilon_0)\,\Delta\varphi}{2\pi A\cdot 2e\mathcal E},\tag{4}$$

up to a relative error of order $\mathcal E^2$.

## What the determinant is in a crystal

A translation by $a$ multiplies $\det S$ by $e^{ibNa}=e^{2\pi i}=1$. The functional thus has the lattice symmetry that the sawtooth destroyed, and an iteration started from a lattice-periodic state stays lattice-periodic. The occupied space is then spanned by Bloch functions $\psi_k=e^{ikx}u_k/\sqrt N$ with $k=0,b,\dots,(N-1)b$ and $\int_0^a|u_k|^2dx=1$. With $G=2\pi/a=Nb$, the labels $k$ and $k+G$ denote the same function, which requires $u_{k+G}=e^{-iGx}u_k$.

The operator $\Theta$ raises the crystal momentum by $b$, so the only nonzero elements are $S_{k+b,k}=s_k\equiv\langle u_{k+b}|u_k\rangle$. The determinant has a single term, belonging to a cyclic permutation of $N$ objects, whose sign is $(-1)^{N-1}$:

$$\det S=(-1)^{N-1}\prod_k\langle u_{k+b}|u_k\rangle .$$

The single-point phase is the discretized Berry phase on a mesh of spacing $b$. The program asserts this identity, sign included, for each supercell.

The inverses have one element per column: $(S^{-1})_{k-b,k}=1/s_{k-b}$ and $((S^\dagger)^{-1})_{k+b,k}=1/s_k^*$. Column $k$ of $\Theta\Psi S^{-1}$ is $\Theta\psi_{k-b}/s_{k-b}$, whose periodic part is $u_{k-b}/\langle u_k|u_{k-b}\rangle$. Column $k$ of $\Theta^\dagger\Psi(S^\dagger)^{-1}$ is $\Theta^\dagger\psi_{k+b}/s_k^*$, with periodic part $u_{k+b}/\langle u_k|u_{k+b}\rangle$. Define

$$\tilde u_{k\pm b}=\frac{u_{k\pm b}}{\langle u_k|u_{k\pm b}\rangle},\qquad\langle u_k|\tilde u_{k\pm b}\rangle=1 .$$

These states do not depend on the arbitrary phase of $u_{k\pm b}$ and carry the phase of $u_k$. Using $1/i=-i$, equation (2) becomes

$$X_k(b)=\frac{\tilde u_{k-b}-\tilde u_{k+b}}{2ib}=i\,\frac{\tilde u_{k+b}-\tilde u_{k-b}}{2b}.\tag{5}$$

The field couples to a central finite difference in $k$, with a step fixed by the supercell length.

The normalization also gives the size of the determinant. Since $\langle\tilde u_{k+b}|\tilde u_{k+b}\rangle=1/|s_k|^2$ and $\tilde u_{k+b}=u_k+b\,u_k^{(1)}+\dots$ with $u_k^{(1)}\perp u_k$, one has $\ln|\det S|=-\frac12 b^2\sum_k\|u_k^{(1)}\|^2$ at leading order. For one chain this vanishes as $1/N$, and the example has $|\det S|=0.96997$ at $N=32$. For a supercell with many chains side by side the logarithms add, and the determinant should be handled through its logarithm. In a metal the occupied band is replaced by another one between two mesh points, or the set of occupied $k$ does not close into a cycle; $\det S$ is then small or zero and the scheme has no meaning.

## Linear response at finite $L$

Write $u_k\to u_k+\delta u_k$ with $\delta u_k\perp u_k$ and expand $R=0$ to first order in $\mathcal E$. The Bloch Hamiltonian is $H_k=\frac{\hbar^2}{2m}(k-i\partial_x)^2+V+v_H$. The change of the projector contributes $\delta Q\,H_ku_k=-E_{vk}\,\delta u_k$, and $X_k$ is taken at zero field because it already multiplies $\mathcal E$:

$$(H_k-E_{vk})\,\delta u_k+Q_k\,\delta v\,u_k+e\mathcal E X_k=0,$$

$$\delta u_k=-\mathcal R_k\left(e\mathcal EX_k+\delta v\,u_k\right),\qquad\mathcal R_k=\sum_c\frac{|u_{ck}\rangle\langle u_{ck}|}{E_{ck}-E_{vk}} .$$

Here $\delta v=K\,\delta n$, and $K$ is the Hartree kernel on lattice-periodic functions, with Fourier components $e^2/(\varepsilon_0AG_m^2)$ for $G_m=mG\ne0$. It is real, symmetric and non-negative. From $n=\frac fN\sum_k|u_k|^2$,

$$\delta n=e\mathcal E\,s_X+\chi_0\,\delta v,\qquad s_Z(x)=-\frac{2f}{N}\sum_k\operatorname{Re}\left[u_k^*(x)\,(\mathcal R_kZ_k)(x)\right],$$

$$\chi_0(x,x')=-\frac{2f}N\sum_k\operatorname{Re}\left[u_k^*(x)\,\mathcal R_k(x,x')\,u_k(x')\right].$$

Solving for the density gives $\delta n=e\mathcal E(1-\chi_0K)^{-1}s_X$ and $\delta v=e\mathcal E\,Ws_X$ with $W=K(1-\chi_0K)^{-1}$.

By (2) the dipole per cell changes by

$$\frac{\delta d}{N}=-\frac{2fe}{N}\sum_k\operatorname{Re}\langle X_k|\delta u_k\rangle=\frac{2fe}{N}\sum_k\operatorname{Re}\left[e\mathcal E\langle X_k|\mathcal R_k|X_k\rangle+\langle\mathcal R_kX_k|\delta v\,u_k\rangle\right].$$

Because $\delta v$ is real, $\operatorname{Re}\langle\mathcal RX|\delta v\,u\rangle=\int\delta v\operatorname{Re}[u^*\mathcal RX]\,dx$, and the second term equals $-e\int_0^a s_X\,\delta v\,dx$. Define

$$B(Z,X)=\frac{2f}N\sum_k\operatorname{Re}\langle Z_k|\mathcal R_k|X_k\rangle-\int_0^a s_Z\,W s_X\,dx .$$

Then $\delta d/N=e^2\mathcal E\,B(X,X)$, and dividing by the cell volume $Aa$ and by $\varepsilon_0\mathcal E$,

$$\varepsilon(L)=1+\frac{e^2}{\varepsilon_0Aa}\,B\big(X(b),X(b)\big).\tag{6}$$

The form $B$ is linear over real coefficients in each argument. It is symmetric: $\mathcal R_k$ is Hermitian, and $W=K^{1/2}(1-K^{1/2}\chi_0K^{1/2})^{-1}K^{1/2}$ is symmetric because $\chi_0$ is. Since $-\chi_0\ge0$, $W$ is also non-negative, so Hartree local fields can only lower $\varepsilon$. The same vector $X(b)$ appears twice in (6), once as the force that drives the orbitals and once as the measure of the dipole.

## The expansion in $b$

The state $\tilde u_{k+b}$ is an eigenvector of

$$H_{k+b}=H_k+bH_k'+\frac{\hbar^2b^2}{2m},\qquad H_k'=\frac{\hbar^2}{m}(k-i\partial_x),$$

normalized by $\langle u_k|\tilde u_{k+b}\rangle=1$. This is the intermediate normalization of Rayleigh–Schrödinger theory, with $b$ as the strength of the perturbation $H_k'$; the constant shifts the energy only. Put $\tilde u_{k+b}=u+bu^{(1)}+b^2u^{(2)}+b^3u^{(3)}+\dots$ with all $u^{(j)}\perp u$, and let $E+bE^{(1)}+b^2E^{(2)}+\dots$ be the eigenvalue of $H_k+bH_k'$. Collecting powers of $b$,

$$(H-E)u^{(1)}=-(H'-E^{(1)})u,$$
$$(H-E)u^{(2)}=-(H'-E^{(1)})u^{(1)}+E^{(2)}u,$$
$$(H-E)u^{(3)}=-(H'-E^{(1)})u^{(2)}+E^{(2)}u^{(1)}+E^{(3)}u .$$

Projecting the first two on $u$ gives $E^{(1)}=\langle u|H'|u\rangle$ and $E^{(2)}=\langle u|H'|u^{(1)}\rangle$. Applying $\mathcal R$, which annihilates $u$ and inverts $H-E$ on the empty states,

$$u^{(1)}=-\mathcal RH'u,\qquad u^{(2)}=-\mathcal R(H'-E^{(1)})u^{(1)},$$
$$u^{(3)}=-\mathcal R\left[(H'-E^{(1)})u^{(2)}-E^{(2)}u^{(1)}\right].$$

The series converges in a finite disc. One can write $\tilde u_{k+b}=P_{k+b}u_k/\langle u_k|P_{k+b}|u_k\rangle$ with the band projector $P_k=\frac{1}{2\pi i}\oint(z-H_k)^{-1}dz$. The gap allows a contour around the occupied level, and the projector is analytic in $k$ until the level meets an empty one at a complex wave vector. Call $\kappa$ the smallest imaginary part of such a branch point. The expansion holds for $b$ below $\kappa$ and below the first zero of the denominator.

In the difference (5) the even orders cancel identically:

$$X_k(b)=i\,u_k^{(1)}+i\,b^2u_k^{(3)}+i\,b^4u^{(5)}_k+\dots\tag{7}$$

No symmetry of the crystal was used. The evenness comes from the imaginary part in $\varphi$, which pairs $\Theta$ with $\Theta^\dagger$, so a $1/L$ term is absent with or without an inversion centre. At $N=256$ the program finds the norm of $X(b)-iu^{(1)}-ib^2u^{(3)}$ to be $1.6\times10^{-4}$ of the norm of $b^2u^{(3)}$. Inserting (7) in (6), with the symmetry of $B$ and $b^2=4\pi^2/L^2$,

$$\varepsilon(L)=\varepsilon_\infty+\frac{C}{L^2}+O(L^{-4}),\tag{8}$$

$$\varepsilon_\infty=1+\frac{e^2}{\varepsilon_0Aa}B(iu^{(1)},iu^{(1)}),\qquad C=\frac{8\pi^2e^2}{\varepsilon_0Aa}\,B(iu^{(1)},iu^{(3)}).$$

The factor $8\pi^2$ is $2\times(2\pi)^2$, the 2 counting the two places where $X$ enters.

One source of $L$ dependence remains: the forms $B$ in (8) are sums over an $N$-point mesh. Each summand is a function $g(k)$ that does not depend on the phase of $u_k$, has period $G$ and is analytic for $|\operatorname{Im}k|<\kappa$. Expand $g(k)=\sum_l g_le^{ikla}$. The mesh average of $e^{ikla}$ is 1 when $l$ is a multiple of $N$ and zero otherwise, so $\frac1N\sum_kg=g_0+g_N+g_{-N}+\dots$, where $g_0$ is the zone average. Shifting the integration contour for $g_l$ by $\pm i\kappa'$ with $\kappa'<\kappa$ bounds $|g_{\pm N}|$ by a constant times $e^{-\kappa'L}$. The density, and through a stable self-consistency the potential, differ from their infinite-crystal values by terms of the same kind. These errors fall faster than any power and are to be added to (8).

The derivation needs from the interaction only a kernel $K$ that is symmetric, independent of $L$ and leaves the response finite. A local or semilocal exchange-correlation kernel satisfies this, so the same algebra applies, although the bound on local fields need not. For several filled bands $\tilde u$ becomes the matrix expression $U_{k+b}(U_k^\dagger U_{k+b})^{-1}$, and $X$ is again even in $b$. The program covers neither extension. For a disordered supercell, changing $L$ also changes the sample, and (8) describes only the part of the error due to $b$.

The field couples to the electrons through a central difference in $k$ with step $2\pi/L$, which gives $\varepsilon(L)$ an error $C/L^2$ at leading order, while the zone-sampling errors decay exponentially. It remains to show that $\varepsilon_\infty$ is the physical dielectric constant, to examine $C$ and how its term can be removed, to find how large the field may be, and to work through the example.
